# The Lorentz field and Onsager's directing field in a polar liquid

**Definitions and conventions.** The algebra is in atomic units ($4\pi\varepsilon_0=1$). A liquid holds $n$ molecules per unit volume, each with isotropic polarizability $\alpha$ and a permanent dipole $\boldsymbol\mu$ of fixed length. The total moment is $\mathbf m=\boldsymbol\mu+\mathbf p$, with $\mathbf p$ induced. The macroscopic (Maxwell) field $E$ lies along $z$, the response is static, $\beta=1/kT$, and $4\pi P=(\varepsilon-1)E$ with $P=n\langle m_z\rangle$. Two dimensionless strengths appear:
$$y=\frac{4\pi n\beta\mu^2}{9},\qquad A=\frac{4\pi n\alpha}{3}\equiv\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2},\qquad A<1 .$$
The last equality defines $\varepsilon_\infty$. A dipole with energy $-\mu F\cos\theta$ has $\langle\cos\theta\rangle=L(x)=\coth x-1/x=x/3-x^3/45+\dots$ with $x=\beta\mu F$, so in linear response $\langle\mu_z\rangle=\beta\mu^2F/3$.

## 1. The Lorentz field and the catastrophe

Draw a sphere about a molecule and keep the polarization outside it at its average value. The wall carries charge $-P\cos\theta$ per unit area, whose field at the centre is $\int P\cos^2\theta\,d\Omega=4\pi P/3$ along $z$. Hence $F_L=E+4\pi P/3=(\varepsilon+2)E/3$. The Debye model lets $F_L$ both polarize and orient the molecule, $P=n(\alpha+\beta\mu^2/3)F_L$. Multiplying by $4\pi/3$,
$$\frac{\varepsilon-1}{\varepsilon+2}=A+y .$$
The left side is below 1 for finite positive $\varepsilon$, while $y\propto1/T$. They meet at $kT_c=4\pi n\mu^2/[9(1-A)]$. Since $y=(1-A)T_c/T$ and $1-(\varepsilon-1)/(\varepsilon+2)=3/(\varepsilon+2)$,
$$\varepsilon+2=\frac{3T}{(1-A)(T-T_c)} .$$
Below $T_c$ set $E=0$, as in a short-circuited sample. Then $F=4\pi P/3=AF+(4\pi n\mu/3)L(x)$; solving for $F$ and multiplying by $\beta\mu$ gives $x=3(T_c/T)L(x)$. Dividing by $x$, $T/T_c=1-x^2/15+\dots$, so a spontaneous polarization with $x^2\approx15(1-T/T_c)$ appears. The cause is a feedback loop: polarization makes the field $4\pi P/3$, which makes polarization with gain $A+y$.

## 2. Cavity field and reaction field

Onsager's model places the molecule as a point dipole in an empty spherical cavity of radius $a$ in a continuum of permittivity $\varepsilon$, with one molecule per cavity volume: $4\pi na^3/3=1$, so $\alpha/a^3=A$. Take first $\mathbf m$ along $z$. The $l=1$ solutions of Laplace's equation are
$$\phi_{\rm in}=\Big(\frac m{r^2}-Cr\Big)\cos\theta,\qquad\phi_{\rm out}=\Big(\frac B{r^2}-Er\Big)\cos\theta,$$
where $C$ is the uniform field acting on the molecule. Continuity of $\phi$ at $r=a$ gives $B/a^3=m/a^3-C+E$. Continuity of the normal displacement gives $2m/a^3+C=\varepsilon(E+2B/a^3)$. Eliminating $B$, $(2\varepsilon+1)C=3\varepsilon E+2(\varepsilon-1)m/a^3$. The problem is linear and the sphere has no preferred axis, so for any direction of $\mathbf m$ each source produces a field along itself:
$$\mathbf F=\mathbf G+f\mathbf m,\qquad\mathbf G=g\mathbf E,\qquad g=\frac{3\varepsilon}{2\varepsilon+1},\qquad f=\frac{2(\varepsilon-1)}{(2\varepsilon+1)a^3}.$$
The cavity field $\mathbf G$ exists with the cavity empty, and $g<3/2$. The reaction field $f\mathbf m$ comes from polarization that the molecule itself induces around it, and $f<1/a^3$.

**The average is the Lorentz field.** With $\langle m\rangle=P/n=(\varepsilon-1)a^3E/3$,
$$\frac{G+f\langle m\rangle}{E}=\frac{9\varepsilon+2(\varepsilon-1)^2}{3(2\varepsilon+1)}=\frac{(2\varepsilon+1)(\varepsilon+2)}{3(2\varepsilon+1)}=\frac{\varepsilon+2}{3},$$
because both numerators equal $2\varepsilon^2+5\varepsilon+2$. In this model $F_L$ is the correct field averaged over orientations, which is all the induced moment needs; Clausius–Mossotti therefore holds at $\mu=0$. It is not the field at a given orientation.

## 3. The part of the field that orients

At fixed $\boldsymbol\mu$, in equilibrium with the medium, the free energy as a function of $\mathbf p$ is $W=p^2/2\alpha-\mathbf m\cdot\mathbf G-fm^2/2$. The half arises because the reaction field grows in proportion to $\mathbf m$ as the moment is built up. Stationarity gives $\mathbf p=\alpha(\mathbf G+f\mathbf m)$, hence
$$\mathbf m=\frac{\boldsymbol\mu+\alpha\mathbf G}{D},\qquad D=1-\alpha f>1-A>0 .$$
Using $p^2/2\alpha=\tfrac12(\mathbf m-\boldsymbol\mu)\cdot(\mathbf G+f\mathbf m)$, the $fm^2$ terms cancel and $W=-\tfrac12\mathbf m\cdot\mathbf G-\tfrac12\boldsymbol\mu\cdot\mathbf G-\tfrac12f\boldsymbol\mu\cdot\mathbf m$. Over the denominator $D$, the coefficient of $-\boldsymbol\mu\cdot\mathbf G$ is $\tfrac12+\tfrac12(1-\alpha f)+\tfrac12\alpha f=1$, so
$$W=-\frac{\boldsymbol\mu\cdot\mathbf G+\alpha G^2/2+f\mu^2/2}{D}.$$
Only the first term depends on orientation: the directing field is $\mathbf G/D$. The same result follows from splitting the total field, with $1+f\alpha/D=1/D$:
$$\mathbf F=\mathbf G+\frac{f\alpha\mathbf G}{D}+\frac{f\boldsymbol\mu}{D}=\frac{\mathbf G}{D}+\frac{f\boldsymbol\mu}{D}.$$
There are three contributions. The cavity field orients. The torque on the molecule is $\mathbf m\times\mathbf F=\boldsymbol\mu\times\mathbf F$, because $\mathbf p=\alpha\mathbf F$ is parallel to $\mathbf F$. Counted as $\boldsymbol\mu\times\mathbf F$, the reaction to the field-induced dipole points along $\mathbf E$ and adds to the torque. Counted as $\mathbf m\times\mathbf F$, the reaction field gives $f\mathbf m\times\mathbf m=0$ and the cavity field acts on the enlarged moment, $\mathbf m\times\mathbf G=\boldsymbol\mu\times\mathbf G/D$, which is the same torque. The labels "orienting" and "torque-free" below refer to the torque on $\boldsymbol\mu$. The reaction to the permanent dipole turns with $\boldsymbol\mu$, and $\boldsymbol\mu\times\boldsymbol\mu=0$. Averaging, $F_L-G/D=f\langle\mu_z\rangle/D$. The Debye model replaces $\boldsymbol\mu$ in this term by $\langle\boldsymbol\mu\rangle$, a vector fixed along $z$, and so lets a dipole be aligned by its own echo.

## 4. Onsager's equation has no pole

Now $\langle\mu_z\rangle=\beta\mu^2G/3D$ and $\langle m\rangle=(\langle\mu_z\rangle+\alpha G)/D$, so $\varepsilon-1=3Ag/D+3yg/D^2$. Write $D=1-2A(\varepsilon-1)/(2\varepsilon+1)$ over a common denominator. Its numerator is $(2\varepsilon+1)(\varepsilon_\infty+2)-2(\varepsilon-1)(\varepsilon_\infty-1)=6\varepsilon+3\varepsilon_\infty$, giving
$$D=\frac{3(2\varepsilon+\varepsilon_\infty)}{(2\varepsilon+1)(\varepsilon_\infty+2)},\qquad\frac gD=\frac{\varepsilon(\varepsilon_\infty+2)}{2\varepsilon+\varepsilon_\infty}<\frac{\varepsilon_\infty+2}{2}.$$
Moving the $A$ term to the left,
$$\varepsilon-1-\frac{3\varepsilon(\varepsilon_\infty-1)}{2\varepsilon+\varepsilon_\infty}=\frac{2\varepsilon^2-2\varepsilon\varepsilon_\infty+\varepsilon-\varepsilon_\infty}{2\varepsilon+\varepsilon_\infty}=\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+1)}{2\varepsilon+\varepsilon_\infty}.$$
The right side is $3yg/D^2=y\,\varepsilon(\varepsilon_\infty+2)^2(2\varepsilon+1)/(2\varepsilon+\varepsilon_\infty)^2$. Cancelling $(2\varepsilon+1)/(2\varepsilon+\varepsilon_\infty)$,
$$\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}{\varepsilon(\varepsilon_\infty+2)^2}=y .$$
Expanding the product, $2\varepsilon-\varepsilon_\infty-\varepsilon_\infty^2/\varepsilon=(\varepsilon_\infty+2)^2y$. The left side vanishes at $\varepsilon_\infty$, has slope $2+\varepsilon_\infty^2/\varepsilon^2>0$ and is unbounded, so every $T>0$ has one finite positive root,
$$\varepsilon=\tfrac14\Big[b+\sqrt{b^2+8\varepsilon_\infty^2}\Big],\qquad b=\varepsilon_\infty+(\varepsilon_\infty+2)^2y .$$
At large $y$, $\varepsilon$ exceeds the Curie form $(\varepsilon_\infty+2)^2y/2+\varepsilon_\infty/2$ only by $\varepsilon_\infty^2/2\varepsilon$. The pole is absent because the directing factor saturates as $\varepsilon$ grows, whereas $(\varepsilon+2)/3$ does not.

## 5. The same error among discrete dipoles

Take $N$ rigid dipoles ($\alpha=0$) on fixed sites filling a sphere of volume $V$ in vacuum, in an applied field $E_0$. Only the ratio of permittivities enters the matching, so the interior field is $g(1/\varepsilon)E_0=3E_0/(\varepsilon+2)$ and the total moment is $\langle M_z\rangle=3V(\varepsilon-1)E_0/[4\pi(\varepsilon+2)]$. The Boltzmann factor $e^{\beta M_zE_0}$ gives $\langle M_z\rangle=\beta\langle M^2\rangle E_0/3$ for an isotropic or cubic sample. Equating,
$$\frac{\varepsilon-1}{\varepsilon+2}=y\,\frac{\langle M^2\rangle}{N\mu^2}.$$
Let $U=-\sum_{i<k}\boldsymbol\mu_i\cdot T_{ik}\boldsymbol\mu_k$ with $T=(3\hat{\mathbf r}\hat{\mathbf r}-1)/r^3$, whose eigenvalues $(2,-1,-1)/r^3$ give $\mathrm{Tr}\,T=0$ and $\mathrm{Tr}\,T^2=6/r^6$. Expand $\langle\boldsymbol\mu_i\cdot\boldsymbol\mu_j\rangle$ in $\beta U$ over free orientations, where $\langle\mu_a\mu_b\rangle_0=\mu^2\delta_{ab}/3$ and each dipole must occur an even number of times. For $i=j$ the quantity is the constant $\mu^2$ and receives no correction. For $i\ne j$ the first order is $\beta(\mu^2/3)^2\mathrm{Tr}\,T_{ij}=0$. At second order only the bond pair $(ik)(kj)$ survives; it occurs twice in $\beta^2U^2/2$ and gives $\beta^2(\mu^2/3)^3\mathrm{Tr}\,T_{ik}T_{kj}$. With $s=\beta\mu^2/3$,
$$\frac{\langle M^2\rangle}{N\mu^2}=1+\frac{s^2}{3N}\sum_k\sum_{i\neq j}\mathrm{Tr}\,T_{ik}T_{kj}+O(s^3).$$
Mean field solves $\langle\boldsymbol\mu_i\rangle=s(\mathbf E_0+\sum_kT_{ik}\langle\boldsymbol\mu_k\rangle)$ by iteration and obtains the same sum with $i=j$ included. These return paths $i\to k\to i$ add $2s^2\sum_kr_{ik}^{-6}$ per site.

The unrestricted sum is $\sum_k\mathrm{Tr}\,S_k^2$ with $S_k=\sum_iT_{ik}$. On a cubic lattice $S_k$ tends to zero for interior sites as the sample radius grows: a small sphere about $k$ contributes zero by symmetry, and the region beyond it, treated as uniformly polarized, contributes $+4\pi P/3$ from its inner wall and $-4\pi P/3$ from its outer surface. What remains is a surface term, whose share per site falls as the sphere grows. In the large-sphere limit mean field therefore reproduces Debye, $(\varepsilon-1)/(\varepsilon+2)=y$, as long as its unpolarized state is stable, while the exact sum equals minus the return paths. On the simple cubic lattice that range ends before Debye's pole: at unit spacing the largest eigenvalue of $T$ is $5.35$, at wavevector $(\pi,\pi,0)$, above $4\pi/3=4.19$, so mean field orders into a pattern with no net moment at $y=4.19/5.35=0.78$. With $s=y/(4\pi n/3)$,
$$\frac{\varepsilon-1}{\varepsilon+2}=y-cy^3+O(y^4),\qquad c=\frac{2\sum_kr^{-6}}{(4\pi n/3)^2}.$$
For a uniform medium outside radius $a$, with $S_k=0$ kept at every site, $\sum r^{-6}\to n\int_a^\infty4\pi r^{-4}dr=4\pi n/3a^3=(4\pi n/3)^2$ and $c=2$. Onsager's equation at $\varepsilon_\infty=1$, with $\delta=\varepsilon-1$, reads $\delta=3y+3y\delta-2\delta^2/3$. Iterating, the $y^2$ coefficient is $9-6=3$ and the $y^3$ coefficient is $9-12=-3$. Then $\delta/(\delta+3)=(y+y^2-y^3)(1-y+O(y^3))=y-2y^3+\dots$, the same $c$. The return path is the reaction field at leading order, since $f\approx2\delta/3a^3\approx2y/a^3=2s\sum r^{-6}$.

For the simple cubic lattice at unit spacing, $\sum r^{-6}=8.402$ and $c=0.958$. Spheres of radius 4, 8 and 16 spacings give $c=0.656$, $0.800$, $0.879$, with surface terms $0.081$, $0.048$, $0.024$ in the same units. On this lattice Debye's $c=0$ misses the term entirely and Onsager's $c=2$ is about twice the exact coefficient.

## 6. The contributions weighed in a model liquid

Take round parameters $n=0.01$ Å$^{-3}$, $\mu=0.5\ e$Å, $\alpha=5$ Å$^3$. A product of two charges carries $e^2/4\pi\varepsilon_0=14.40$ eV Å, so $\mu^2=0.25\times14.40=3.600$ eV Å$^3$. Then $a^3=23.87$ Å$^3$, $A=5/23.87=0.2094$ and $\varepsilon_\infty=(1+2A)/(1-A)=1.795$.

**Debye.** At 300 K, $kT=0.02585$ eV and $y=4\pi(0.01)(3.600)/(9\times0.02585)=1.944$. Hence $T_c=300\times1.944/(1-0.2094)=738$ K, or $kT_c=0.0636$ eV. At 300 K, $A+y=2.154>1$ and the linear formula returns $\varepsilon=-4.60$, meaning that the unpolarized state is unstable. The nonlinear solution has $x=6.185$ and $\langle\cos\theta\rangle=0.838$, consistent with $3\times(737.8/300)\times0.8383=6.185$.

**Onsager.** Here $(\varepsilon_\infty+2)^2=14.40$, equal to the Coulomb constant's numerical value only by coincidence. Then $b=1.795+14.40\times1.9443=29.79$ and $\varepsilon=[29.79+\sqrt{29.79^2+8\times1.795^2}]/4=15.0$. This gives $g=1.452$, $f=0.03784$ Å$^{-3}$ and $D=1-5\times0.03784=0.8108$. In units of $E$ the Lorentz factor $5.668$ splits as

- cavity field, orienting: $1.452$;
- reaction to the induced dipole, orienting: $g/D-g=1.7903-1.4516=0.339$;
- mean reaction to the permanent dipole, torque-free: $3.878$.

The torque-free part is $3.878/5.668$, or 68%, of the Lorentz field, and the directing factor $1.790$ is near its upper bound $1.897$. The permanent-dipole reaction field is large, $f\mu/D=14.40\times0.03784\times0.6167=0.336$ V/Å, and its energy $-f\mu^2/2D=-0.084$ eV is about $3.2\,kT$ in magnitude, but it is the same for every orientation. This field assumes a linear medium, which is strained here: just outside the cavity on the dipole axis a neighbour has $x\approx2.5$, where the linear $\langle\cos\theta\rangle=0.83$ exceeds the Langevin value $0.61$. Applying that saturation locally, without self-consistency, lowers the reaction field by about 6%.

Onsager's $\varepsilon$ is $5.40$ at 1000 K, $6.83$ at $T_c$, $15.0$ at 300 K and $84.9$ at 50 K, where it agrees with the Curie form to these digits. At 1000 K, still above $T_c$, Debye gives $12.5$, which is 2.3 times Onsager's value.

The numerical check tests the causal claim directly. A cavity model built from integrated Laplace solutions, iterated dipoles, integrated torques and Boltzmann quadrature reproduces Onsager's $\varepsilon$ at all four temperatures. Changing only $f\mathbf m$ into $f\langle\mathbf m\rangle$ returns Debye's $12.47$ at 1000 K, and at 300 K no trial $\varepsilon$ tested, from 1.001 to 2000, is self-consistent. For a three-dipole cluster the exact $s^2$ coefficient is $-0.291$ and the mean-field one $1.678$; they differ by the return term $1.969$.

## 7. Where the argument stops

Seen from the cavity model, Debye's $T_c$ rests on letting a permanent dipole be oriented by its own reaction field, which in a spherical cavity is parallel to it and exerts no torque. In the cavity model, removing that torque removes the pole at all $y$; the lattice expansion exhibits the same spurious term at order $y^3$, but a series truncated there cannot decide whether or where the lattice orders. Onsager's model removes that instability in linear response, but it does not prove that dipoles can never order. On a lattice the self-reaction can be subtracted at all orders by replacing $1/s$ with a constant $z$ fixed by $s=\langle1/(z-\lambda)\rangle$, averaged over the eigenvalues $\lambda$ of $T$. On the fcc lattice, where the largest eigenvalue is $4\pi n/3$, this approximation still gives a divergent $\varepsilon$, moved from $y=1$ to $y\approx4$ ($3.89$ and $3.97$ on $10^3$ and $20^3$ wavevector meshes): there the correction lowers the ordering temperature without removing it. It treats the nearest neighbours as a continuum, so short-range angular correlations, such as those from hydrogen bonds, are absent. The coefficient $c$ depends on the choice of $a$ and on local structure, and in a disordered liquid $S_k$ fluctuates about zero, so the lattice formula for $c$ can fail badly there: for dilute hard spheres of diameter $\sigma$ it gives $3/(2\pi n\sigma^3)$, or $4.8$ at $n\sigma^3=0.1$, whereas the sum over $i\ne j$ gives $c=15/16$, independent of density in that limit. The vanishing torque was derived for a spherical cavity, a central point dipole, isotropic $\alpha$ and a linear medium; dielectric saturation near the molecule lies outside the model, and so does freezing, which makes the 50 K value a property of the equation alone.

## Values computed for the example and the checks

```
e^2/(4 pi eps0) = 14.4 eV A
k_B = 8.6173e-05 eV/K
density n = 0.01 A^-3
dipole mu = 0.5 e A
alpha = 5 A^3
mu^2 = 3.5999 eV A^3
cavity radius a = 2.8794 A
a^3 = 23.873 A^3
A = 4 pi n alpha/3 = 0.20944
eps_inf = 1.7948
(eps_inf+2)^2 = 14.4
Debye Tc = 737.82 K
Debye kTc = 0.063581 eV
kT at 300 K = 0.025852 eV
A + y at 300 K = 2.1537
Debye formula eps at 300 K (unphysical) = -4.6002
Debye spontaneous x at 300 K = 6.1854
Debye spontaneous <cos> at 300 K = 0.83834
Debye spontaneous P at 300 K = 0.0053022 e/A^2
Debye x^2 at 0.99 Tc = 0.15217
T = 50.0 K: y = 11.666, Onsager eps = 84.912, Curie form = 84.893
T = 300.0 K: y = 1.9443, Onsager eps = 15.004, Curie form = 14.897
T = 737.8 K: y = 0.79056, Onsager eps = 6.8255, Curie form = 6.5896
T = 1000.0 K: y = 0.58329, Onsager eps = 5.3957, Curie form = 5.0972
A + y at 1000 K = 0.79273
Debye eps at 1000 K = 12.474
averaged-reaction cavity model eps at 1000 K = 12.474
300 K: b = 29.793
300 K: cavity factor g = 1.4516
300 K: f = 0.037835 A^-3
300 K: D = 0.81082
300 K: Lorentz factor (eps+2)/3 = 5.668
300 K: mean reaction f<m>/E = 4.2164
300 K: directing factor g/D = 1.7903
300 K: torque-free part f<mu>/(D E) = 3.8777
upper bound of g/D, 3/(2(1-A)) = 1.8974
300 K: dipole in liquid mu/D = 0.61666 e A
300 K: reaction field f mu/D = 0.33596 V/A
300 K: reaction energy -f mu^2/(2D) = -0.083991 eV
cluster s^2 coefficient, exact = -0.29064
cluster s^2 coefficient, mean field = 1.6783
cluster return-path term = 1.969
cluster mean field minus return = -0.29065
c, Onsager series = 2
c, continuum return paths = 2
simple cubic sum r^-6 (spacing 1) = 8.4019
c, simple cubic = 0.9577
sphere R = 4 spacings: surface term = 0.0814, c = 0.6559
sphere R = 8 spacings: surface term = 0.04776, c = 0.7997
sphere R = 16 spacings: surface term = 0.02361, c = 0.8789
```
